# Critical Wavelength for Thermal Filaments in a Heated Film: a numerical check

```python
"""Critical wavelength for thermal filament formation in a heated film.

Result under test: a zero-mean lateral temperature perturbation grows iff
    wavelength > 2 pi ell / sqrt(m - 1),   m > 1,
with ell = sqrt(kappa d / h), m = beta (T - T0), beta = d ln(sigma)/dT.
d: thickness, kappa: thermal conductivity, h: heat loss coefficient,
T0: sink temperature, sigma: Arrhenius electrical conductivity.
Also tested: load stability, finite-thickness limit, electrode and heat-loss
layer corrections, and the cubic amplitude law under current drive.
SI units are used internally.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar, root

d, kappa, h, heat_cap = 1e-7, 10.0, 1e6, 2e6
T0, T_op, sigma_op = 300.0, 400.0, 1.0
E_act_eV, width, L_long, L_short = 0.5, 1e-6, 5e-6, 1.8e-6
layer_t, layer_kappa = 1e-7, 0.1
theta = E_act_eV * const.e / const.k
ell, tau = np.sqrt(kappa * d / h), heat_cap * d / h


def sigma(T):
    return sigma_op * np.exp(theta / T_op - theta / T)


def feedback(T):
    return theta * (T - T0) / T**2


def critical_wavelength(T):
    return 2 * np.pi * ell / np.sqrt(feedback(T) - 1)


def balance_voltage(T):
    return np.sqrt(h * d * (T - T0) / sigma(T))


m = feedback(T_op)
beta = theta / T_op**2
lam_c = critical_wavelength(T_op)
V_op = balance_voltage(T_op)


def film_resistance(L):
    return d / (sigma_op * L * width)


def film_voltage(T, L, load_ratio):
    R_film = film_resistance(L)
    conductance = width * L * np.mean(sigma(T)) / d
    source = V_op * (1 + load_ratio)
    return source / (1 + load_ratio * R_film * conductance)


def strip_rate(T, L, load_ratio, kappa_power):
    """Nonlinear dT/dt, finite volumes, insulated strip ends."""
    dx = L / len(T)
    V = film_voltage(T, L, load_ratio)
    kap = kappa * (T_op / T)**kappa_power
    flux = -0.5 * (kap[1:] + kap[:-1]) * np.diff(T) / dx
    div = np.diff(np.concatenate(([0], flux, [0]))) / dx
    return (sigma(T) * V**2 / d**2 - h * (T - T0) / d - div) / heat_cap


def strip_spectrum(L, load_ratio, n=100):
    """Uniform and lateral growth rates times tau, from the Jacobian."""
    jac = np.empty((n, n))
    for j in range(n):
        T = np.full(n, T_op, dtype=complex)
        T[j] += 1e-20j
        jac[:, j] = strip_rate(T, L, load_ratio, 1.0).imag / 1e-20
    val, vec = np.linalg.eigh(0.5 * (jac + jac.T) * tau)
    uniform = np.argmax(abs(vec.sum(axis=0)))
    return val[uniform], np.delete(val, uniform)[::-1]


# Linear growth, with a temperature-dependent thermal conductivity
s_uniform, s_lateral = strip_spectrum(L_long, 2.0)
k_modes = np.arange(1, 4) * np.pi / L_long
s_formula = m - 1 - (k_modes * ell)**2
assert np.allclose(s_lateral[:3], s_formula, atol=4e-3)
assert abs(s_uniform - (m * (1 - 2) / (1 + 2) - 1)) < 1e-6
L_marginal = brentq(lambda L: strip_spectrum(L, 2.0)[1][0],
                    0.3 * lam_c, 0.8 * lam_c, xtol=1e-12)
assert abs(2 * L_marginal / lam_c - 1) < 5e-4

# Differential resistance from the balance curve; load threshold
dT = 0.01
T_pair = np.array([T_op - dT, T_op + dT])
V_pair = balance_voltage(T_pair)
I_pair = V_pair * sigma(T_pair) * L_long * width / d
R_diff = np.diff(V_pair)[0] / np.diff(I_pair)[0]
R_film = film_resistance(L_long)
assert abs(R_diff / (R_film * (1 - m) / (1 + m)) - 1) < 1e-5
ratio_c = -R_diff / R_film
assert strip_spectrum(L_long, 0.95 * ratio_c)[0] > 0
assert strip_spectrum(L_long, 1.05 * ratio_c)[0] < 0
assert np.allclose(strip_spectrum(L_long, 0.0)[1][:3], s_lateral[:3],
                   atol=1e-7)

# Arrhenius window and shortest critical wavelength
split = np.sqrt(1 - 4 * T0 / theta)
T_low, T_high = theta / 2 * (1 - split), theta / 2 * (1 + split)
turn = minimize_scalar(lambda T: -balance_voltage(T), bounds=(301, 400),
                       method="bounded", options={"xatol": 1e-7})
assert abs(turn.x - T_low) < 1e-3
assert feedback(T_high * 0.99) > 1 > feedback(T_high * 1.01)
best = minimize_scalar(critical_wavelength, bounds=(350, 1500),
                       method="bounded", options={"xatol": 1e-6})
assert abs(best.x - 2 * T0) < 0.05

# Thickness-resolved electrothermal stability, Chebyshev collocation
N = 16
x = np.cos(np.pi * np.arange(N + 1) / N)
c = np.r_[2, np.ones(N - 1), 2] * (-1.0)**np.arange(N + 1)
D = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(N + 1))
D = 2 * (D - np.diag(D.sum(axis=1)))
D2 = D @ D
moments = np.r_[1.0, np.zeros(N)]
weights = np.linalg.solve(np.polynomial.legendre.legvander(x, N).T, moments)


def resolved_wavelength(biot, electrode_ratio=0.0):
    """Marginal wavelength at fixed mean temperature, in metres."""
    def base(y):
        T, q = y[:-1], y[-1]
        res = D2 @ T + q * sigma_op / sigma(T)
        res[0] = D[0] @ T
        res[-1] = D[-1] @ T - biot * (T[-1] - T0)
        return np.r_[res, weights @ T - T_op]

    guess = np.r_[np.full(N + 1, T_op), biot * (T_op - T0)]
    sol = root(base, guess, tol=1e-12)
    assert np.max(abs(base(sol.x))) < 1e-7
    T, q = sol.x[:-1], sol.x[-1]
    s, b = sigma(T) / sigma_op, theta / T**2

    def growth(K):
        elec = D @ np.diag(s) @ D - K**2 * np.diag(s)
        drive = D @ np.diag(b * np.sqrt(q))
        psi = np.zeros((N + 1, N + 1))
        psi[1:-1] = np.linalg.solve(elec[1:-1, 1:-1], drive[1:-1])
        heat = D2 - K**2 * np.eye(N + 1) + np.diag(b * q / s)
        heat -= 2 * np.sqrt(q) * D @ psi
        edge = D[[0, -1]].copy()
        edge[0, 0] += electrode_ratio * K**2
        edge[1, -1] -= biot
        elim = -np.linalg.solve(edge[:, [0, -1]], edge[:, 1:-1])
        reduced = heat[1:-1, 1:-1] + heat[1:-1][:, [0, -1]] @ elim
        return np.max(np.linalg.eigvals(reduced).real)

    K0 = np.sqrt(biot * (m - 1) / (1 + electrode_ratio))
    return 2 * np.pi * d / brentq(growth, 0.5 * K0, 1.5 * K0, xtol=1e-11)


biot = h * d / kappa
lam_resolved = resolved_wavelength(biot)
err = abs(lam_resolved / lam_c - 1)
lam_thin = lam_c * np.sqrt(10)
err_thin = abs(resolved_wavelength(biot / 10) / lam_thin - 1)
assert err < 0.02 and err_thin < 0.2 * err
lam_electrode = resolved_wavelength(biot, 1.0)
assert abs(lam_electrode / (lam_c * np.sqrt(2)) - 1) < 0.02

# Lateral spreading inside the heat-loss layer
K_test = 0.8
lap = D2 - K_test**2 * np.eye(N + 1)
profile = np.zeros(N + 1)
profile[0] = 1
profile[1:-1] = np.linalg.solve(lap[1:-1, 1:-1], -lap[1:-1, 0])
assert abs(D[0] @ profile - K_test / np.tanh(K_test)) < 1e-9
assert abs(layer_kappa / layer_t / h - 1) < 1e-12
k_layer = brentq(lambda k: h * m - kappa * d * k**2
                 - layer_kappa * k / np.tanh(k * layer_t),
                 1e4, 4 * np.pi / lam_c)
lam_layer = 2 * np.pi / k_layer


# Nonlinear evolution at practically constant current
def evolve_strip(L, duration, n=100):
    pos = (np.arange(n) + 0.5) / n
    start = T_op + 1e-3 * np.cos(np.pi * pos)
    sol = solve_ivp(lambda t, T: tau * strip_rate(T, L, 1e6, 0.0),
                    (0, duration), start, method="BDF",
                    rtol=1e-7, atol=1e-8)
    assert sol.success
    return sol.y[:, -1]


T_fil = evolve_strip(L_long, 80)
V_fil = film_voltage(T_fil, L_long, 1e6)
T_decay = evolve_strip(L_short, 20)
assert T_fil.max() > T_op + 50 and T_fil.min() < T_op
assert np.ptp(T_decay) < 1e-5
assert V_fil < V_op
mean_from_V = T0 + (T_op - T0) * V_fil / V_op
assert abs(T_fil.mean() - mean_from_V) < 0.02


# Cubic amplitude law at constant current
def cubic(T):
    b, rise, mm = theta / T**2, T - T0, feedback(T)
    r2 = b**2 - 2 * b / T
    r3 = b**3 - 6 * b**2 / T + 6 * b / T**2
    total = -b * r2 / (2 * (1 + mm)) - rise * r2**2 / (4 * (1 + mm))
    total += rise * r2**2 / (24 * (mm - 1)) + r3 / 8
    return rise * total / b**2


modes, points = 12, 48
number = np.arange(modes)
angle = (np.arange(points) + 0.5) * np.pi / points
basis = np.cos(np.outer(angle, number))
project = 2 * basis.T / points
project[0] /= 2


def galerkin_rate(a, k2, T):
    u = basis @ a
    rho = np.expm1(theta * u / (T * (T + u)))
    avg = rho.mean()
    source = (T - T0) * (rho - 2 * avg - avg**2) / (1 + avg)**2
    return project @ source - (1 + number**2 * k2) * a


def steady_pattern(T, scaled_amp):
    """Steady coefficients and (k ell)^2 for beta*A = scaled_amp."""
    b = theta / T**2
    A = scaled_amp / b
    unit = A**2 * b

    def unpack(y):
        a = y * unit
        a[1] = A
        return a, feedback(T) - 1 + y[1] * scaled_amp**2

    def residual(y):
        a, k2 = unpack(y)
        res = galerkin_rate(a, k2, T) / unit
        res[1] /= scaled_amp
        return res

    sol = root(residual, np.zeros(modes), tol=1e-9,
               options={"eps": 1e-8})
    assert np.max(abs(residual(sol.x))) < 1e-6
    return unpack(sol.x)


T_near = 319.0
for T_test in (T_op, T_near):
    amp = 0.003
    a_test, k2_test = steady_pattern(T_test, amp)
    measured = (k2_test - feedback(T_test) + 1) / amp**2
    assert abs(measured / cubic(T_test) - 1) < 0.02
assert cubic(T_op) < 0 < cubic(T_near)
T_switch = brentq(cubic, T_near, T_op)

# Near turnover: the size of the hot spot decides in a short strip
a_bar, k2_bar = steady_pattern(T_near, 0.1)
L_bar = np.pi * ell / np.sqrt(k2_bar)
L_near = critical_wavelength(T_near) / 2
assert L_bar < L_near
ends = []
for factor in (0.7, 1.3):
    run = solve_ivp(lambda t, a: galerkin_rate(a, k2_bar, T_near),
                    (0, 10000), factor * a_bar, method="BDF",
                    rtol=1e-7, atol=1e-9)
    assert run.success
    ends.append(run.y[1, -1])
assert abs(ends[0]) < 0.1 * a_bar[1] and ends[1] > 2 * a_bar[1]


def show(label, value, unit="", digits=5):
    print(f"{label} = {value:.{digits}g} {unit}".rstrip())


um = 1e6
show("thickness d", d * 1e9, "nm")
show("thermal conductivity", kappa, "W/(m K)")
show("loss coefficient h", h, "W/(m^2 K)")
show("heat capacity C", heat_cap, "J/(m^3 K)")
show("sink temperature", T0, "K")
show("operating temperature", T_op, "K")
show("conductivity at operating T", sigma_op, "S/m")
show("activation energy", E_act_eV, "eV")
show("activation temperature", theta, "K", 6)
show("beta", beta, "1/K")
show("feedback m", m)
show("thermal length ell", ell * um, "um")
show("thermal time tau", tau * 1e6, "us")
show("operating voltage", V_op, "V")
show("critical wavelength", lam_c * um, "um")
show("critical wavelength", lam_c / const.value("Bohr radius"), "bohr")
show("critical strip length", lam_c * um / 2, "um")
show("strip length from Jacobian", L_marginal * um, "um")
show("long strip", L_long * um, "um")
show("strip width", width * um, "um")
for i in range(3):
    print(f"mode {i+1}: s*tau formula {s_formula[i]:.4f}, "
          f"Jacobian {s_lateral[i]:.4f}")
show("film resistance, long strip", R_film / 1e3, "kohm")
show("differential resistance", R_diff / 1e3, "kohm")
show("turnover temperature", T_low, "K")
show("upper window temperature", T_high, "K")
show("turnover voltage", -turn.fun, "V")
show("T of shortest critical wave", best.x, "K")
show("shortest critical wavelength", best.fun * um, "um")
show("h*d/kappa", biot)
show("thickness-resolved wavelength", lam_resolved * um, "um")
show("relative thickness error", err, "", 3)
show("same error at h/10", err_thin, "", 3)
show("wavelength, equal electrode sheet", lam_electrode * um, "um")
show("loss-layer thickness", layer_t * 1e9, "nm")
show("loss-layer conductivity", layer_kappa, "W/(m K)")
show("wavelength with layer spreading", lam_layer * um, "um")
show("filament peak T, long strip", T_fil.max(), "K")
show("filament cold-end T", T_fil.min(), "K")
show("filament mean T", T_fil.mean(), "K")
show("filament voltage", V_fil, "V")
show("short strip", L_short * um, "um")
show("short-strip T spread at 20 tau", np.ptp(T_decay), "K", 2)
show("cubic g at operating T", cubic(T_op))
show("near-turnover temperature", T_near, "K")
show("m near turnover", feedback(T_near))
show("cubic g near turnover", cubic(T_near))
show("temperature where g = 0", T_switch, "K")
show("critical strip near turnover", L_near * um, "um")
show("shorter test strip", L_bar * um, "um")
show("barrier amplitude A", a_bar[1], "K")
show("final A from 0.7 barrier", ends[0], "K", 2)
show("final A from 1.3 barrier", ends[1], "K")
print("all good")
```

It prints:

```
thickness d = 100 nm
thermal conductivity = 10 W/(m K)
loss coefficient h = 1e+06 W/(m^2 K)
heat capacity C = 2e+06 J/(m^3 K)
sink temperature = 300 K
operating temperature = 400 K
conductivity at operating T = 1 S/m
activation energy = 0.5 eV
activation temperature = 5802.26 K
beta = 0.036264 1/K
feedback m = 3.6264
thermal length ell = 1 um
thermal time tau = 0.2 us
operating voltage = 3.1623 V
critical wavelength = 3.877 um
critical wavelength = 73265 bohr
critical strip length = 1.9385 um
strip length from Jacobian = 1.9384 um
long strip = 5 um
strip width = 1 um
mode 1: s*tau formula 2.2316, Jacobian 2.2317
mode 2: s*tau formula 1.0473, Jacobian 1.0478
mode 3: s*tau formula -0.9266, Jacobian -0.9240
film resistance, long strip = 20 kohm
differential resistance = -11.354 kohm
turnover temperature = 317.36 K
upper window temperature = 5484.9 K
turnover voltage = 8.7095 V
T of shortest critical wave = 600 K
shortest critical wavelength = 3.2084 um
h*d/kappa = 0.01
thickness-resolved wavelength = 3.8835 um
relative thickness error = 0.00167
same error at h/10 = 0.000167
wavelength, equal electrode sheet = 5.4906 um
loss-layer thickness = 100 nm
loss-layer conductivity = 0.1 W/(m K)
wavelength with layer spreading = 3.8835 um
filament peak T, long strip = 498.56 K
filament cold-end T = 304.56 K
filament mean T = 355.05 K
filament voltage = 1.7409 V
short strip = 1.8 um
short-strip T spread at 20 tau = 7.2e-06 K
cubic g at operating T = -0.43228
near-turnover temperature = 319 K
m near turnover = 1.0834
cubic g near turnover = 0.21499
temperature where g = 0 = 320.77 K
critical strip near turnover = 10.882 um
shorter test strip = 10.751 um
barrier amplitude A = 1.7538 K
final A from 0.7 barrier = 3.2e-09 K
final A from 1.3 barrier = 16.389 K
all good
```
